# Why nematic order starts with a jump and vector order need not: a numerical check

```python
"""Why nematic order starts with a jump and vector order need not.

Result under test: a degree-2 order parameter has one cubic rotational
invariant, a vector has none. In the Maier-Saupe mean-field model the cubic
coefficient is fixed by the 3j symbol (2 2 2; 0 0 0), and S jumps to 0.429.

Symbols: J coupling, t = kT/J, S = average of P2(cos theta),
m = S/t reduced field, f = free energy per molecule relative to isotropic.
gamma = biaxial angle of the order parameter (0 means uniaxial, rod-like).
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn, eval_legendre
from sympy.physics.wigner import wigner_3j

rng = np.random.default_rng(7)
nodes, weights = np.polynomial.legendre.leggauss(60)
weights = weights / 2                      # average over cos(theta) in [-1, 1]
p2 = eval_legendre(2, nodes)


def log_z(m):
    """Logarithm of the isotropic average of exp(m P2)."""
    return np.log(np.exp(np.multiply.outer(m, p2)) @ weights)


def order(m):
    """Average of P2 in the field m."""
    boltz = np.exp(np.multiply.outer(m, p2))
    return (boltz @ (weights * p2)) / (boltz @ weights)


def vector_order(m):
    """Average of cos(theta) in a vector field m."""
    boltz = np.exp(np.multiply.outer(m, nodes))
    return (boltz @ (weights * nodes)) / (boltz @ weights)


def mixture_order(m):
    """Order of an equal mixture of rods (+) and discs (-)."""
    return (order(m) - order(-m)) / 2


# ---- Cubic invariants: characters, 3j symbols and Legendre averages ----
angle = 2 * np.pi * np.arange(200) / 200


def character(l, a):
    return 1 + 2 * sum(np.cos(k * a) for k in range(1, l + 1))


symbol, cubic_count, cubic_mean = {}, {}, {}
for l in (1, 2, 3, 4):
    sym_cube = (character(l, angle)**3
                + 3 * character(l, angle) * character(l, 2 * angle)
                + 2 * character(l, 3 * angle)) / 6
    cubic_count[l] = np.mean((1 - np.cos(angle)) * sym_cube)
    symbol[l] = float(wigner_3j(l, l, l, 0, 0, 0))
    cubic_mean[l] = weights @ eval_legendre(l, nodes)**3
    assert abs(cubic_count[l] - (1 if l % 2 == 0 else 0)) < 1e-10
    assert abs(cubic_mean[l] - symbol[l]**2) < 1e-12
assert abs(symbol[2] + np.sqrt(2 / 35)) < 1e-12


def harmonics(l, u):
    """Spherical harmonics scaled so that the m=0 one is P_l(cos theta)."""
    x, y, z = u
    plus, minus = x + 1j * y, x - 1j * y
    if l == 1:
        return np.array([minus / np.sqrt(2), z, -plus / np.sqrt(2)])
    return np.array([np.sqrt(3 / 8) * minus**2, np.sqrt(1.5) * z * minus,
                     (3 * z * z - 1) / 2, -np.sqrt(1.5) * z * plus,
                     np.sqrt(3 / 8) * plus**2])


def cubic_table(l):
    size = 2 * l + 1
    table = np.zeros((size, size, size))
    for i in range(size):
        for j in range(size):
            k = 3 * l - i - j              # the three projections add to zero
            if 0 <= k < size:
                table[i, j, k] = float(wigner_3j(l, l, l, i - l, j - l, k - l))
    return table


tables = {1: cubic_table(1), 2: cubic_table(2)}
assert np.abs(tables[1]).max() > 0.1       # coupling exists, but antisymmetric
trace_factor = -(4 / 3) * np.sqrt(2 / 35)
for trial in range(5):
    units = rng.normal(size=(4, 3))
    units /= np.linalg.norm(units, axis=1)[:, None]
    share = rng.normal(size=4)
    tensor = sum(c * (3 * np.outer(u, u) - np.eye(3)) / 2
                 for c, u in zip(share, units))
    for l in (1, 2):
        amp = sum(c * harmonics(l, u) for c, u in zip(share, units))
        scalar = np.einsum('ijk,i,j,k', tables[l], amp, amp, amp)
        target = trace_factor * np.trace(tensor @ tensor @ tensor)
        assert abs(scalar - (target if l == 2 else 0)) < 1e-10
    overlap = np.vdot(harmonics(2, units[0]), harmonics(2, units[1]))
    assert abs(overlap - eval_legendre(2, units[0] @ units[1])) < 1e-12

# ---- Cumulants of P2 and the expansion of S(m)/m ----
mom = [weights @ p2**n for n in range(6)]
k2, k3 = mom[2], mom[3]
k4 = mom[4] - 3 * mom[2]**2
k5 = mom[5] - 10 * mom[3] * mom[2]
small = 0.02
series = 1 / 5 + small / 35 - small**2 / 175
assert abs(order(small) / small - series) < 1e-7
vector_series = 1 / 3 - 0.05**2 / 45
assert abs(vector_order(0.05) / 0.05 - vector_series) < 1e-7

# ---- Closed forms of the two averages against quadrature ----
for m in (0.7, 2.0, 5.0):
    a = 1.5 * m
    root = np.sqrt(a)
    assert abs(log_z(m) - (m + np.log(dawsn(root) / root))) < 1e-11
    closed = 3 / (4 * root * dawsn(root)) - 3 / (4 * a) - 0.5
    assert abs(order(m) - closed) < 1e-11
    assert abs(vector_order(m) - (1 / np.tanh(m) - 1 / m)) < 1e-11

# ---- Maier-Saupe transition from equality of free energies ----
m_c = brentq(lambda m: m * order(m) / 2 - log_z(m), 1.0, 4.0, xtol=1e-13)
s_c = order(m_c)
t_c = s_c / m_c
t_star = k2
assert abs(s_c - 0.429) < 5e-4             # value claimed for the jump
top = minimize_scalar(lambda m: -order(m) / m, bounds=(0.2, 3.0),
                      method='bounded', options={'xatol': 1e-9})
m_hot, t_hot = top.x, -top.fun
s_hot = order(m_hot)
assert t_star < t_c < t_hot


def free_energy(s, t):
    return s**2 / 2 - t * log_z(s / t)


step = 1e-3
curvature = (free_energy(step, t_c) + free_energy(-step, t_c)) / step**2
assert abs(curvature - (1 - t_star / t_c)) < 1e-4
assert curvature > 0                       # isotropic state still locally stable
assert free_energy(0.05, t_star) < 0       # cubic term wins at t_star
s_line = np.linspace(0, s_c, 2001)
f_line = free_energy(s_line, t_c)
barrier, s_barrier = f_line.max(), s_line[f_line.argmax()]

# ---- Brute-force search over every degree-2 order parameter ----
phi = 2 * np.pi * np.arange(48) / 48
sphere_w = np.repeat(weights, 48) / 48
axial = np.repeat(p2, 48)
biaxial = (np.sqrt(3) / 2 * np.outer(1 - nodes**2, np.cos(2 * phi))).ravel()
gammas = np.linspace(0, np.pi / 3, 13)
s_grid = np.linspace(0, 1, 201)


def search(t, mixture=False):
    """Lowest free energy on the grid: value, amplitude, biaxial angle."""
    best = (0.0, 0.0, 0.0)
    for g in gammas:
        field = np.cos(g) * axial + np.sin(g) * biaxial
        expo = np.multiply.outer(s_grid / t, field)
        log_avg = np.log(np.exp(expo) @ sphere_w)
        if mixture:
            log_avg = (log_avg + np.log(np.exp(-expo) @ sphere_w)) / 2
        f = s_grid**2 / 2 - t * log_avg
        i = f.argmin()
        if f[i] < best[0] - 1e-12:
            best = (f[i], s_grid[i], g)
    return best


for g in gammas:
    field = np.cos(g) * axial + np.sin(g) * biaxial
    assert abs(sphere_w @ field**2 - 1 / 5) < 1e-12
    assert abs(sphere_w @ field**3 - symbol[2]**2 * np.cos(3 * g)) < 1e-12

below, above = search(0.999 * t_c), search(1.001 * t_c)
assert above[1] == 0.0
assert abs(below[1] - s_c) < 0.02 and below[2] == 0.0
# The same minimum from energy minus temperature times orientational entropy
m_grid = np.linspace(0, 6, 3001)
s_trial = order(m_grid)
entropy_loss = m_grid * s_trial - log_z(m_grid)
f_trial = -s_trial**2 / 2 + 0.999 * t_c * entropy_loss
assert abs(f_trial.min() - below[0]) < 5e-6    # limited by the grid spacing


# ---- Entropy jump by differentiating the nematic branch ----
def nematic_field(t):
    return brentq(lambda m: order(m) / m - t, m_hot, 20.0, xtol=1e-13)


def nematic_free_energy(t):
    return free_energy(t * nematic_field(t), t)


dt = 1e-5
slope = (nematic_free_energy(t_c + dt) - nematic_free_energy(t_c - dt)) / (2 * dt)
entropy_jump = s_c**2 / (2 * t_c)
assert abs(slope - entropy_jump) < 1e-4
latent = s_c**2 / 2
s_at_star = order(nematic_field(t_star))

# ---- Landau polynomial truncated at fourth order ----
b, c = k3 / 2, -k4 / 6
assert abs(b - 1 / 35) < 1e-12 and abs(c - 1 / 175) < 1e-12
a_landau, m_landau = 2 * b**2 / (9 * c), 2 * b / (3 * c)
t_landau = t_star + a_landau
s_landau = t_landau * m_landau
line = np.linspace(-6, 6, 12001)


def landau_minimum(a):
    return line[(a * line**2 / 2 - b * line**3 / 3 + c * line**4 / 4).argmin()]


assert abs(landau_minimum(1.01 * a_landau)) < 1e-9
assert abs(landau_minimum(0.99 * a_landau) - m_landau) < 0.05
# Fifth cumulant included: equality of free energies is a quadratic in m
m_fifth = brentq(lambda m: k3 / 12 + k4 * m / 24 + k5 * m**2 / 80, 0.1, 5.0)
t_fifth = k2 + k3 * m_fifth / 2 + k4 * m_fifth**2 / 6 + k5 * m_fifth**3 / 24
s_fifth = t_fifth * m_fifth
assert abs(s_fifth - s_c) < 0.3 * abs(s_landau - s_c)

# ---- Controls without a cubic term: vector model and rod-disc mixture ----
scan = np.linspace(0.05, 10, 400)
assert np.all(np.diff(vector_order(scan) / scan) < 0)
assert np.all(np.diff(mixture_order(scan) / scan) < 0)
assert np.any(np.diff(order(scan) / scan) > 0)
t_vec = 0.999 / 3
m_vec = brentq(lambda m: vector_order(m) / m - t_vec, 1e-3, 5.0)
s_vec = vector_order(m_vec)
assert abs(s_vec / np.sqrt(5 * (1 / 3 - t_vec)) - 1) < 0.005
t_mix = 0.999 * t_star
m_mix = brentq(lambda m: mixture_order(m) / m - t_mix, 1e-3, 5.0)
s_mix = mixture_order(m_mix)
assert abs(s_mix / np.sqrt(7 * (t_star - t_mix)) - 1) < 0.01
assert search(1.0005 * t_star, mixture=True)[1] == 0.0
mix_below = search(t_mix, mixture=True)
assert 0 < mix_below[1] < 0.06             # small order, biaxial forms included

# ---- Printed numbers ----
print("Cubic invariants; all quantities dimensionless")
for l in (1, 2, 3, 4):
    print(f"l={l}: invariants {abs(cubic_count[l]):.0f}, "
          f"(l l l;000) = {symbol[l]:.5f}, <P_l^3> = {abs(cubic_mean[l]):.5f}")
print(f"factor of Tr Q^3 in the l=2 scalar = {trace_factor:.5f}")
print(f"cumulants of P2: k2 = {k2:.5f}, k3 = {k3:.5f}")
print(f"cumulants of P2: k4 = {k4:.5f}, k5 = {k5:.5f}")
print("Maier-Saupe model (t = kT/J)")
print(f"reduced field at transition m = {m_c:.4f}")
print(f"order parameter jump S = {s_c:.4f}")
print(f"transition temperature t = {t_c:.5f}")
print(f"log of <exp(m P2)> at transition = {log_z(m_c):.5f}")
print(f"supercooling limit t* = {t_star:.5f}, S there = {s_at_star:.4f}")
print(f"superheating limit t = {t_hot:.5f}, S there = {s_hot:.4f}")
print(f"ratio t*/t_transition = {t_star / t_c:.4f}")
print(f"curvature of f at S=0, transition = {curvature:.4f} J")
print(f"f at S=0.05 and t* = {free_energy(0.05, t_star):.3e} J")
print(f"barrier at transition = {barrier:.3e} J at S = {s_barrier:.3f}")
print(f"entropy jump = {entropy_jump:.4f} k per molecule")
print(f"entropy jump by differentiation = {slope:.4f} k per molecule")
print(f"latent heat = {latent:.4f} J per molecule")
print("Search over all l=2 order parameters")
print(f"at 0.999 t_transition: S = {below[1]:.3f}, "
      f"gamma = {np.degrees(below[2]):.0f} deg")
print(f"at 1.001 t_transition: S = {above[1]:.3f}")
print("Truncated expansions")
print(f"fourth order: m = {m_landau:.4f}, t = {t_landau:.5f}, S = {s_landau:.4f}")
print(f"fifth order: m = {m_fifth:.4f}, t = {t_fifth:.5f}, S = {s_fifth:.4f}")
print("Temperature t = order/m: m, tensor, vector, mixture")
for m in (0.1, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0):
    print(f"{m:.1f}  {order(m) / m:.5f}  {vector_order(m) / m:.5f}  "
          f"{mixture_order(m) / m:.5f}")
print("Order at 0.999 of the onset temperature")
print(f"vector: onset t = {1 / 3:.5f}, order = {s_vec:.4f}")
print(f"rod-disc mixture: onset t = {t_star:.5f}, order = {s_mix:.4f}")
print(f"mixture, search with biaxial order = {mix_below[1]:.3f}")
print("all assertions hold")
```

Printed output:

```
Cubic invariants; all quantities dimensionless
l=1: invariants 0, (l l l;000) = 0.00000, <P_l^3> = 0.00000
l=2: invariants 1, (l l l;000) = -0.23905, <P_l^3> = 0.05714
l=3: invariants 0, (l l l;000) = 0.00000, <P_l^3> = 0.00000
l=4: invariants 1, (l l l;000) = 0.13410, <P_l^3> = 0.01798
factor of Tr Q^3 in the l=2 scalar = -0.31873
cumulants of P2: k2 = 0.20000, k3 = 0.05714
cumulants of P2: k4 = -0.03429, k5 = -0.06234
Maier-Saupe model (t = kT/J)
reduced field at transition m = 1.9484
order parameter jump S = 0.4290
transition temperature t = 0.22019
log of <exp(m P2)> at transition = 0.41796
supercooling limit t* = 0.20000, S there = 0.6148
superheating limit t = 0.22283, S there = 0.3236
ratio t*/t_transition = 0.9083
curvature of f at S=0, transition = 0.0917 J
f at S=0.05 and t* = -2.854e-05 J
barrier at transition = 5.489e-04 J at S = 0.214
entropy jump = 0.4180 k per molecule
entropy jump by differentiation = 0.4180 k per molecule
latent heat = 0.0920 J per molecule
Search over all l=2 order parameters
at 0.999 t_transition: S = 0.435, gamma = 0 deg
at 1.001 t_transition: S = 0.000
Truncated expansions
fourth order: m = 3.3333, t = 0.23175, S = 0.7725
fifth order: m = 1.7199, t = 0.21902, S = 0.3767
Temperature t = order/m: m, tensor, vector, mixture
0.1  0.20280  0.33311  0.19994
0.5  0.21254  0.32791  0.19857
1.0  0.22048  0.31304  0.19433
1.5  0.22281  0.29208  0.18748
2.0  0.21964  0.26866  0.17849
3.0  0.20169  0.22388  0.15714
4.0  0.17789  0.18767  0.13593
Order at 0.999 of the onset temperature
vector: onset t = 0.33333, order = 0.0408
rod-disc mixture: onset t = 0.20000, order = 0.0374
mixture, search with biaxial order = 0.035
all assertions hold
```
